\section*{Phonon Energy Loss and the Static Permittivity of an Insulator}

\section{Definitions and conventions}

Let $\varepsilon(\omega)=\varepsilon_1(\omega)+i\varepsilon_2(\omega)$ be the relative permittivity of an isotropic insulator, in linear response and at long wavelength. Fields vary as $e^{-i\omega t}$, so a passive medium has $\varepsilon_2\ge 0$ for $\omega>0$. Real fields produce real polarization, hence $\varepsilon(-\omega)=\varepsilon^*(\omega)$ on the real axis. The energy-loss function is
\begin{equation}
L(\omega)=\operatorname{Im}\left[-\frac{1}{\varepsilon(\omega)}\right]
=\frac{\varepsilon_2}{\varepsilon_1^2+\varepsilon_2^2}.
\end{equation}

Two static values enter. With the ions free to move, $\varepsilon_0=\varepsilon(0)$. With the ions clamped, the response is $\varepsilon_{\rm el}(\omega)$, and $\varepsilon_\infty=\varepsilon_{\rm el}(0)$. The subscript $\infty$ means a frequency high for the ions, not for the electrons. The vacuum permittivity is written $\varepsilon_{\rm v}$.

Electronic absorption starts at a gap frequency $\omega_g$ far above the phonons. A cut $\Omega_c$ is placed between them, well away from both. The result is
\begin{equation}
\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\simeq
\frac2\pi\int_0^{\Omega_c}\frac{L(\omega)}{\omega}\,d\omega .
\label{main}
\end{equation}
It is approximate for a finite electronic gap. The first derivation uses causality and gives the remainder; the second uses undamped lattice modes and shows where the integral gets its weight.

\section{First derivation: causality}

\subsection{Why the inverse permittivity is analytic}

Assume that there is no dc conduction and that $\varepsilon\to1$ at high frequency. Causality then gives, for $z=x+iy$ with $y>0$,
\begin{equation}
\varepsilon(z)=1+\frac2\pi\int_0^\infty
\frac{\omega'\varepsilon_2(\omega')}{\omega'^2-z^2}\,d\omega' .
\label{kk}
\end{equation}
The inverse of $\varepsilon$ could have a pole where $\varepsilon$ vanishes. To exclude this, take the imaginary part of the kernel:
\begin{equation}
\operatorname{Im}\frac1{\omega'^2-z^2}
=\frac{\operatorname{Im}z^2}{|\omega'^2-z^2|^2}
=\frac{2xy}{|\omega'^2-z^2|^2}.
\end{equation}
For $x\ne0$ it has one sign for all $\omega'$, so $\operatorname{Im}\varepsilon\ne0$. For $x=0$ the kernel is $1/(\omega'^2+y^2)>0$, so $\varepsilon>1$. Thus $\varepsilon$ has no zero in the upper half-plane, and $1/\varepsilon$ is analytic there. A zero on the real axis, an undamped longitudinal mode, is approached from above and counts as a sharp line in $L$.

\subsection{The full-range rule}

Integrate $[1/\varepsilon(z)-1]/z$ along the real axis, passing above $z=0$ on a small semicircle, and close the path with a large arc in the upper half-plane. The arc contributes nothing because $1/\varepsilon-1\to0$. The small semicircle runs clockwise and contributes $-i\pi(1/\varepsilon_0-1)$. Since nothing singular is enclosed,
\begin{equation}
\mathcal P\!\int_{-\infty}^{\infty}\frac{1/\varepsilon(\omega)-1}{\omega}\,d\omega
=i\pi\left(\frac1{\varepsilon_0}-1\right).
\end{equation}
Take imaginary parts and use $\operatorname{Im}(1/\varepsilon)=-L$. Because $L$ is odd, $L/\omega$ is even, and the two half-axes contribute equally:
\begin{equation}
-2\int_0^\infty\frac L\omega\,d\omega=\pi\left(\frac1{\varepsilon_0}-1\right)
\;\Longrightarrow\;
1-\frac1{\varepsilon_0}=\frac2\pi\int_0^\infty\frac L\omega\,d\omega .
\label{full}
\end{equation}

The clamped-ion response is also causal and passive, so it obeys the same rule. Below $\omega_g$ it has no absorption, and equation~\eqref{kk} applied to it has a positive integrand, giving $\varepsilon_{\rm el}>1$. There is therefore neither absorption nor a sharp loss line below the gap:
\begin{equation}
1-\frac1{\varepsilon_\infty}=\frac2\pi\int_{\omega_g}^\infty
\frac{L_{\rm el}}\omega\,d\omega .
\label{clamped}
\end{equation}
Subtracting \eqref{clamped} from \eqref{full} and splitting the first integral at $\Omega_c$ and $\omega_g$ gives the identity
\begin{equation}
\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}
=\frac2\pi\int_0^{\Omega_c}\frac L\omega\,d\omega+R_{\rm tail}+R_{\rm el},
\label{identity}
\end{equation}
\begin{equation}
R_{\rm tail}=\frac2\pi\int_{\Omega_c}^{\omega_g}\frac L\omega\,d\omega,
\qquad
R_{\rm el}=\frac2\pi\int_{\omega_g}^\infty\frac{L-L_{\rm el}}\omega\,d\omega .
\end{equation}
Equation~\eqref{main} follows when both remainders are small. The electronic loss need not be small: it cancels in the subtraction, apart from the change that moving ions make in it.

\subsection{Size of the remainder}

To estimate $R_{\rm el}$, write $\varepsilon=\varepsilon_{\rm el}+\chi_{\rm ph}$, where the lattice term is a sum of Lorentz modes with frequency-independent ionic charges,
\begin{equation}
\chi_{\rm ph}=\sum_j\frac{S_j\omega_{Tj}^2}{\omega_{Tj}^2-\omega^2-i\gamma_j\omega}.
\end{equation}
Here $\omega_{Tj}$ is a transverse mode frequency, $S_j$ its static strength and $\gamma_j$ its damping. Far above the phonons $\chi_{\rm ph}\simeq-A/\omega^2$ with $A=\sum_jS_j\omega_{Tj}^2$. To first order in this small term,
\begin{equation}
\frac1\varepsilon\simeq\frac1{\varepsilon_{\rm el}}-\frac{\chi_{\rm ph}}{\varepsilon_{\rm el}^2},
\qquad
L-L_{\rm el}\simeq-\frac A{\omega^2}\operatorname{Im}\frac1{\varepsilon_{\rm el}^2}.
\end{equation}
The remaining integral follows from the dispersion relation of the causal function $F=1/\varepsilon_{\rm el}^2$:
\begin{equation}
F(z)=1+\frac2\pi\int_{\omega_g}^\infty
\frac{\omega'\operatorname{Im}F(\omega')}{\omega'^2-z^2}\,d\omega' .
\end{equation}
Its coefficient of $z^2$ is $(2/\pi)\int\operatorname{Im}F/\omega'^3\,d\omega'$. At low frequency $\varepsilon_{\rm el}\simeq\varepsilon_\infty+\beta z^2$, so the same coefficient is $-2\beta/\varepsilon_\infty^3$. Therefore
\begin{equation}
R_{\rm el}\simeq-A\left(-\frac{2\beta}{\varepsilon_\infty^3}\right)
=\frac{2A\beta}{\varepsilon_\infty^3}.
\label{rel}
\end{equation}
Since $A$ scales as a phonon frequency squared and $\beta$ as an inverse electronic frequency squared, this error is second order in their ratio. The prefactor depends on the additive form. If ions and electrons are coupled through a Lorentz local field (Clausius--Mossotti), $A$ acquires the factor $[(\varepsilon_{\rm el}(\omega)+2)/(\varepsilon_\infty+2)]^2$, and the same steps multiply \eqref{rel} by $2/(\varepsilon_\infty+2)$, about 0.49 for $\varepsilon_\infty=2.1$; the order is unchanged.

For the tail, the Lorentz wings give $\varepsilon_2\simeq\sum_jS_j\omega_{Tj}^2\gamma_j/\omega^3$, while $|\varepsilon|\simeq\varepsilon_\infty$. Extending the upper limit to infinity, because the integrand falls as $\omega^{-4}$,
\begin{equation}
R_{\rm tail}\simeq\frac{2}{\pi\varepsilon_\infty^2}
\sum_jS_j\omega_{Tj}^2\gamma_j\int_{\Omega_c}^{\infty}\frac{d\omega}{\omega^4}
=\frac{2}{\pi}\,\frac{\sum_jS_j\omega_{Tj}^2\gamma_j}{3\Omega_c^3\varepsilon_\infty^2}.
\label{tail}
\end{equation}

\section{Second derivation: longitudinal modes}

Now let the electronic response be the constant $\varepsilon_\infty$ and let the lattice damping vanish. With $X=\omega^2$ and $T_j=\omega_{Tj}^2$,
\begin{equation}
\varepsilon(X)=\varepsilon_\infty+\sum_{j=1}^N\frac{S_jT_j}{T_j-X},
\qquad
\frac{d\varepsilon}{dX}=\sum_j\frac{S_jT_j}{(T_j-X)^2}>0 ,
\label{lattice}
\end{equation}
where $S_j>0$ and the $T_j$ are distinct. Between neighbouring $T_j$ the function rises from $-\infty$ to $+\infty$ and has one zero. Above $T_N$ it rises from $-\infty$ to $\varepsilon_\infty>0$ and has one more. Over a common denominator the numerator has degree $N$, so these $N$ zeros $X_j=\omega_{Lj}^2$ are all there are. At a zero an electric field along the wave vector can exist with zero displacement: these are the longitudinal modes.

The inverse is a rational function with simple poles at $X_j$ and the limit $1/\varepsilon_\infty$ for large $X$. Its partial fractions are
\begin{equation}
\frac1{\varepsilon(X)}=\frac1{\varepsilon_\infty}
+\sum_j\frac1{\varepsilon'(X_j)(X-X_j)},\qquad
\varepsilon'=\frac{d\varepsilon}{dX}.
\end{equation}
Setting $X=0$ gives
\begin{equation}
\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}=\sum_jw_j,
\qquad w_j=\frac1{X_j\varepsilon'(X_j)} .
\label{weights}
\end{equation}

It remains to show that $w_j$ is the integral over one loss line. Near $\omega_{Lj}$, causality places the frequency just above the real axis, and $\varepsilon\simeq2\omega_{Lj}\varepsilon'(X_j)(\omega-\omega_{Lj}+i0)$. Since $\operatorname{Im}[-1/(u+i0)]=\pi\delta(u)$,
\begin{equation}
L=\sum_j\frac{\pi}{2\omega_{Lj}\varepsilon'(X_j)}\,\delta(\omega-\omega_{Lj}),
\qquad
\frac2\pi\int\frac L\omega\,d\omega
=\sum_j\frac1{\omega_{Lj}^2\varepsilon'(X_j)}=\sum_jw_j .
\end{equation}
This is \eqref{main}, an equality in this model for any cut above the highest longitudinal mode.

For one mode, $\varepsilon=0$ gives $X_L-T=TS/\varepsilon_\infty$, so $\omega_L^2/\omega_T^2=1+S/\varepsilon_\infty=\varepsilon_0/\varepsilon_\infty$. Then $\varepsilon'(X_L)=ST/(TS/\varepsilon_\infty)^2=\varepsilon_\infty^2/(ST)$, and
\begin{equation}
w=\frac{ST}{X_L\varepsilon_\infty^2}=\frac S{\varepsilon_0\varepsilon_\infty}
=\frac{\varepsilon_0-\varepsilon_\infty}{\varepsilon_0\varepsilon_\infty}.
\end{equation}
A weakly polar lattice has $w\simeq S/\varepsilon_\infty^2$. For a very strong one, $\varepsilon_0\to\infty$ and $w\to1/\varepsilon_\infty$: the weight saturates because the ions can screen no more than the field left by the electrons.

\section{What each derivation assumes}

The causal derivation admits damping and any passive line shape. It requires a separation of frequencies to drop the remainders in \eqref{identity}; the estimates \eqref{rel} and \eqref{tail} need the additive lattice model as well. It does not assign the weight to individual modes.

The modal derivation assumes harmonic, undamped modes and an electronic response without dispersion. In return it gives each longitudinal mode a weight. With Lorentz damping the lines broaden, but the static permittivities do not depend on $\gamma_j$. The causal result then shows that the broadened lines keep the same total, up to the remainders.

\section{Physical meaning and energy}

For a fixed electric displacement $D$, the electric energy density is $D^2/(2\varepsilon_{\rm v}\varepsilon)$. Ionic motion lowers it by $D^2(1/\varepsilon_\infty-1/\varepsilon_0)/(2\varepsilon_{\rm v})$. Place a charge $e$ on a sphere of radius $R$ in the dielectric. Outside it $D=e/(4\pi r^2)$, so the ionic part of the lowering is
\begin{align}
W&=\frac1{2\varepsilon_{\rm v}}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right)
\int_R^\infty\frac{e^2}{16\pi^2r^4}\,4\pi r^2dr\nonumber\\
&=\frac{e^2}{8\pi\varepsilon_{\rm v}R}
\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right).
\label{energy}
\end{align}
For a given $R$, the loss spectrum thus fixes how much the ionic motion lowers the energy of a localized charge, within continuum electrostatics.

\section{An oxide interlayer dielectric}

Take three modes with $\hbar\omega_T=57$, 100 and 133~meV, strengths 0.9, 0.1 and 0.7, and dampings $\hbar\gamma=6$, 9 and 9~meV. With $\varepsilon_\infty=2.1$, the static value is $\varepsilon_0=2.1+1.7=3.8$. The electronic model, in terms of $E=\hbar\omega$, is
\begin{equation}
\varepsilon_{\rm el}=1+1.1\,\frac{E_e^2+\Gamma E_g}
{E_e^2-E^2+\Gamma\sqrt{E_g^2-E^2}},
\end{equation}
with $E_g=9$, $E_e=13$ and $\Gamma=3$~eV. Above the gap the root becomes $-i\sqrt{E^2-E_g^2}$, so damping starts there. The cut is at 1~eV.

The permittivities give $1/2.1-1/3.8=0.21303$. Adaptive quadrature of the loss function up to the cut gives 0.21300, lower by $1.4\times10^{-4}$ of the result. Both remainders are positive, which explains the sign. Their sizes follow from
\begin{align}
A&=0.9(0.057)^2+0.1(0.100)^2+0.7(0.133)^2=0.01631\ {\rm eV^2},\\
\beta&=\frac{1.1[1+\Gamma/(2E_g)]}{E_e^2+\Gamma E_g}=0.00655\ {\rm eV^{-2}},
\end{align}
where $\beta$ comes from expanding the root as $E_g-E^2/(2E_g)$. Equation~\eqref{rel} gives $R_{\rm el}=2.31\times10^{-5}$ and \eqref{tail} gives $R_{\rm tail}=6.6\times10^{-6}$. Direct quadrature gives $2.31\times10^{-5}$ and $6.7\times10^{-6}$.

The undamped model gives these longitudinal modes, found by bracketing the zeros of \eqref{lattice}:
\begin{center}
\begin{tabular}{ccc}
$\hbar\omega_T$ (meV) & $\hbar\omega_L$ (meV) & weight $w$\\
57 & 64.5 & 0.0672\\
100 & 101.5 & 0.0084\\
133 & 155.7 & 0.1374
\end{tabular}
\end{center}
The weights add to 0.2130. The highest mode carries 64.5\% of the total, although the lowest has the largest static strength. In \eqref{weights} the weight depends on how all modes together shape $\varepsilon$ near its zero, not on one $S_j$. For well-separated modes each weight is the step in $1/\varepsilon$ across that mode, and a low mode is already screened by the higher ones: $1/2.9-1/3.8=0.082$ for the lowest, $1/2.1-1/2.8=0.119$ for the highest. The modes here are close enough to shift further weight upward.

For $R=0.5$~nm, $e^2/(8\pi\varepsilon_{\rm v}R)=1.44$~eV, and \eqref{energy} gives $W=1.44\times0.213=0.31$~eV. At this radius, comparable with atomic spacings, the continuum value is a rough estimate.

\section{Where the rule and its use can fail}

If all electronic energies are divided by 30 at fixed static strength, the gap falls to 0.30~eV. With the cut at that gap, the integral is 9.9\% below $1/\varepsilon_\infty-1/\varepsilon_0$. Equation~\eqref{rel} predicts most of this: $R_{\rm el}$ grows by $30^2$ to 0.021, or 9.7\% of the result. This size belongs to the additive model; with the local-field coupling and undamped modes the deficit is 5.0\%.

A practical error comes from the choice of $\varepsilon_\infty$. In the transparent gap, far above the phonons and far below $\omega_g$, $\varepsilon(\Omega)\simeq\varepsilon_\infty+\beta\Omega^2-A/\Omega^2$, with $\Omega$ in energy units here, so
\begin{equation}
\frac1{\varepsilon(\Omega)}-\frac1{\varepsilon_\infty}\simeq
\frac{A/\Omega^2-\beta\Omega^2}{\varepsilon_\infty^2}.
\end{equation}
At 1.96~eV, red light of wavelength 633~nm, the model has $\varepsilon=2.12$. Using it for $\varepsilon_\infty$ lowers the left side of \eqref{main} by 2.3\%, far more than the remainder of the rule itself. The two terms cancel at $\Omega=(A/\beta)^{1/4}=1.26$~eV.

Slow dipoles need separate care. Add a relaxation term $0.3/(1-i\omega\tau)$ with $1/(2\pi\tau)=10$~GHz, as a simple model of moisture. The static value becomes 4.1 and the permittivity difference 0.2323, 9\% above the dry value. An integral starting at zero gives 0.2323 too, but one starting at 5~meV gives 0.21265, close to the dry 0.21254 over the same range. An infrared integral must therefore be paired with the plateau permittivity between relaxation and phonons. This needs the relaxation to lie far below the lower limit, here 5~meV or 1.2~THz; for a relaxation at 1~THz the same integral is 0.2214 and there is no clean plateau.

The parameters are rough values for dense amorphous silica, whose static permittivity is roughly 3.9. Porous low-permittivity films can depart from the model through pores, other chemical groups and absorbed water; for the assumed moisture step, confusing the static and plateau values moves the result by 9\%. Other changes are smaller here. Starting the integral at 10~meV loses 0.4\% with Lorentz lines. A 1\% softening of all modes, assumed for heating, raises the result by 1.1\% at fixed $S_j\omega_{Tj}^2$. A 5\% rms Gaussian spread of mode energies, also at fixed $S_j\omega_{Tj}^2$, raises it by 0.4\%. Doubling the damping changes the integral by $-0.003\%$, the extra weight moved past the cut. This change, $R_{\rm tail}$ and the loss below 10~meV come from Lorentz wings with constant damping: they scale with $\gamma_j$, vanish for Gaussian lines of the same width, and are not predictions for a real glass. Breakdown and tunnelling lie outside this weak-field linear response.

Numbers in the example were calculated in double precision.
